\section*{Electronic heat capacity of nitric oxide from its spin-orbit components}

\section{Problem}

Nitric oxide has an odd number of electrons, and its ground electronic state is a doublet. The unpaired electron has orbital angular momentum $\Lambda=\pm1$ and spin component $\Sigma=\pm\tfrac12$ along the molecular axis, both in units of $\hbar$. Their sum $\Omega=\Lambda+\Sigma$ takes the values $\pm\tfrac12$ and $\pm\tfrac32$. Spin-orbit coupling separates these four states into two components: $|\Omega|=\tfrac12$ lies lower, and $|\Omega|=\tfrac32$ lies higher by an energy $\Delta$. Take $\Delta/(hc)=121\ \mathrm{cm^{-1}}$.

Treat the substance as an ideal gas in thermal equilibrium. Ignore higher electronic states, and let the electronic energy simply add to the energies of translation, rotation and vibration.

\begin{enumerate}
\item[(a)] Write the electronic partition function, the fraction $p$ of molecules in the upper component, and the molar electronic energy $U$.
\item[(b)] Derive the molar electronic heat capacity $C$ as a function of $x=\Delta/(kT)$.
\item[(c)] Show that $C$ has one maximum, and find its temperature.
\item[(d)] Find the height of the maximum and compare it with the heat capacity of translation and rotation.
\item[(e)] Find how $C$ behaves at low and high temperature, and the total entropy gained through the electronic levels on heating from near absolute zero.
\end{enumerate}

Use $k/(hc)=0.695035\ \mathrm{cm^{-1}\,K^{-1}}$ and $R=8.3145\ \mathrm{J\,mol^{-1}\,K^{-1}}$.

\section{Hints}

\begin{enumerate}
\item[(a)] Count states, not components. A factor common to all the Boltzmann weights cancels from every population.
\item[(b)] Differentiate $p$ with respect to $x$ first, and express the result through $p$ itself. Then use the chain rule.
\item[(c)] The logarithm of $C$ is easier to differentiate than $C$. Write the condition for the maximum with a hyperbolic tangent and ask whether its left side can take the same value twice. The equation has to be solved numerically; try values of $x$ between 2 and 3.
\item[(d)] The condition for the maximum lets you eliminate the exponentials from the height.
\item[(e)] The entropy gain is $\int C\,dT/T$. Change the variable to $x$ and integrate by parts.
\end{enumerate}

\section{Solution}

\subsection*{(a) Populations and energy}

Measure energy from the lower component. Two states have energy zero and two have energy $\Delta$, so
\begin{equation}
q=2+2e^{-x},\qquad x=\frac{\Delta}{kT}.
\end{equation}
The upper fraction is the weight of the two upper states divided by $q$:
\begin{equation}
p=\frac{2e^{-x}}{2+2e^{-x}}=\frac{1}{e^{x}+1}.
\label{eq:p}
\end{equation}
The factor 2 has cancelled. The populations depend on the ratio of the two degeneracies, which is 1 here, and not on their common value. Each molecule in the upper component carries the energy $\Delta$, so for one mole
\begin{equation}
U=N_A\Delta\,p .
\end{equation}

\subsection*{(b) Heat capacity}

From \eqref{eq:p},
\begin{equation}
\frac{dp}{dx}=-\frac{e^x}{(e^x+1)^2}=-p(1-p),
\end{equation}
because $1-p=e^x/(e^x+1)$. At fixed $\Delta$ we also have $dx/dT=-\Delta/(kT^2)=-x/T$. The two minus signs cancel:
\begin{equation}
C=\frac{dU}{dT}=N_A\Delta\,\frac{dp}{dx}\frac{dx}{dT}
=N_A\,\frac{\Delta}{T}\,x\,p(1-p).
\end{equation}
Now $\Delta/T=kx$ and $N_Ak=R$, which gives
\begin{equation}
C=R\,x^2p(1-p)=R\,\frac{x^2e^x}{(1+e^x)^2}.
\label{eq:C}
\end{equation}
The levels do not depend on the volume, so this term is the same in $C_V$ and in $C_p$.

The form $x^2p(1-p)$ shows why there is a maximum. The product $p(1-p)$ measures how widely the molecules are spread over the two levels. It grows on heating, from zero towards $\tfrac14$. The factor $x^2$ falls as $1/T^2$. At low temperature almost no molecule can be excited; at high temperature the populations are already nearly equal, and further heating moves few molecules.

\subsection*{(c) Position of the maximum}

Take the logarithm of \eqref{eq:C},
\begin{equation}
\ln\frac{C}{R}=2\ln x+x-2\ln(1+e^x),
\end{equation}
and differentiate:
\begin{equation}
\frac{d\ln C}{dx}=\frac2x+1-\frac{2e^x}{1+e^x}
=\frac2x-\frac{e^x-1}{e^x+1}
=\frac2x-\tanh\frac x2 .
\end{equation}
The last step follows on multiplying numerator and denominator of the fraction by $e^{-x/2}$. The derivative vanishes when
\begin{equation}
x\tanh\frac x2=2 .
\label{eq:cond}
\end{equation}
For $x>0$ both factors on the left are positive and increasing. Their product therefore rises steadily, from zero at $x=0$ and without bound, and it equals 2 at one value of $x$. Below that value $C$ increases with $x$; above it $C$ decreases. The stationary point is a maximum, and there is no other.

To solve \eqref{eq:cond}, evaluate the left side at two trial points:
\begin{equation}
2.3\tanh(1.15)=1.8808,\qquad 2.4\tanh(1.20)=2.0008 .
\end{equation}
Linear interpolation gives
\begin{equation}
x\approx2.3+0.1\times\frac{2-1.8808}{2.0008-1.8808}=2.399,
\end{equation}
and a numerical root search gives $x_m=2.3994$. The splitting expressed as a temperature is
\begin{equation}
\frac{\Delta}{k}=\frac{121\ \mathrm{cm^{-1}}}{0.695035\ \mathrm{cm^{-1}\,K^{-1}}}=174.09\ \mathrm K,
\end{equation}
so that
\begin{equation}
T_m=\frac{174.09\ \mathrm K}{2.3994}=72.6\ \mathrm K .
\end{equation}
The maximum lies near 73 K. Since $T_m$ is proportional to $\Delta$, a change of $1\ \mathrm{cm^{-1}}$ in the splitting moves it by 0.60 K. Within this two-level model, a splitting rounded to the nearest whole $\mathrm{cm^{-1}}$ thus fixes $T_m$ to about 0.3 K.

The maximum is not at $kT=\Delta$, which would be 174 K. There $x=1$ and \eqref{eq:C} gives $C/R=0.197$, less than half the peak value found below. At the true maximum $kT$ is $1/2.3994=0.417$ of the splitting. The upper component is then still thinly populated: $p=1/(e^{2.3994}+1)=0.083$, or about one molecule in twelve.

\subsection*{(d) Height of the maximum}

Divide numerator and denominator of $e^x/(1+e^x)^2$ by $e^x$:
\begin{equation}
p(1-p)=\frac{1}{(e^{x/2}+e^{-x/2})^2}=\frac{1}{4\cosh^2(x/2)}
=\frac{1-\tanh^2(x/2)}{4}.
\label{eq:sech}
\end{equation}
At the maximum $\tanh(x_m/2)=2/x_m$ by \eqref{eq:cond}, and hence
\begin{equation}
\frac{C_m}{R}=\frac{x_m^2}{4}\left(1-\frac{4}{x_m^2}\right)=\frac{x_m^2-4}{4}=0.439 .
\label{eq:height}
\end{equation}
In molar units $C_m=3.65\ \mathrm{J\,mol^{-1}\,K^{-1}}$. The splitting does not appear in \eqref{eq:height}: for two equally degenerate levels, $\Delta$ sets where the peak lies but not how high it is.

Classical translation contributes $\tfrac32R$ to $C_V$, and classical rotation of a linear molecule contributes $R$. The electronic peak is $0.439/2.5=0.176$ of their sum. In this model, where the electronic energy simply adds to the rest, a calculation of $C_V$ that left out the upper component would be too low by $0.439R$ at this temperature.

Equation \eqref{eq:C} gives the following values.

\begin{center}
\begin{tabular}{lcccccc}
$T$ (K) & 20 & 40 & 73 & 100 & 200 & 300\\
$C$ ($\mathrm{J\,mol^{-1}\,K^{-1}}$) & 0.10 & 1.98 & 3.65 & 3.20 & 1.31 & 0.64
\end{tabular}
\end{center}

The curve rises steeply on the cold side and falls slowly on the warm side. Part (e) gives the reason.

\subsection*{(e) Limits and entropy}

At low temperature $x\gg1$, the 1 in the denominator of \eqref{eq:C} is negligible beside $e^x$, and
\begin{equation}
C\approx R\left(\frac{\Delta}{kT}\right)^2e^{-\Delta/kT}.
\end{equation}
The exponential dominates, and $C$ vanishes rapidly on cooling. At high temperature $x\ll1$, the factor $e^x/(1+e^x)^2$ tends to $\tfrac14$, and
\begin{equation}
C\approx R\left(\frac{\Delta}{2kT}\right)^2 .
\label{eq:hot}
\end{equation}
This is a power law, hence the long tail. At 300 K it gives $8.3145\times(174.09/600)^2=0.70\ \mathrm{J\,mol^{-1}\,K^{-1}}$, about 9\% above the value 0.64 from the full formula. Room temperature is not yet deep in the limiting regime.

For the entropy, $x\propto1/T$ gives $dT/T=-dx/x$. As $T$ runs from zero to infinity, $x$ runs from infinity to zero; exchanging the limits removes the minus sign:
\begin{equation}
\Delta S=\int_0^\infty\frac{C}{T}\,dT=R\int_0^\infty x\,p(1-p)\,dx .
\end{equation}
Since $p(1-p)=-dp/dx$, integration by parts gives
\begin{equation}
\Delta S=R\Big[-xp\Big]_0^\infty+R\int_0^\infty p\,dx .
\end{equation}
The bracket vanishes at both ends: at $x=0$ because of the factor $x$, and at infinity because $p$ decays exponentially. With $p=e^{-x}/(1+e^{-x})$,
\begin{equation}
\Delta S=R\Big[-\ln(1+e^{-x})\Big]_0^\infty=R\ln2=5.76\ \mathrm{J\,mol^{-1}\,K^{-1}} .
\end{equation}
In the model gas, the electronic entropy rises from $R\ln2$, for the two states of the lower component, to $R\ln4$, for four equally populated states. The area under $C/T$ is fixed by this count of states, whatever the splitting.

\subsection*{The model and the real substance}

The calculation describes independent molecules in a gas. Real nitric oxide melts at very roughly 110 K, so at 73 K the substance is a solid, and the peak must not be read as a prediction for it. It is a term in the ideal-gas heat capacity, whose warm tail remains at temperatures where the substance is a gas. Within the gas model, other internal motions disturb the peak little. For a rough vibrational wavenumber of $1900\ \mathrm{cm^{-1}}$, the harmonic-oscillator heat capacity $Ry^2e^{-y}/(1-e^{-y})^2$, with $y$ the vibrational quantum divided by $kT$, is about $6\times10^{-14}R$ at $T_m$. Each component is also split slightly by rotation ($\Lambda$-doubling). For a rough splitting of $0.1\ \mathrm{cm^{-1}}$, taken as the same for all rotational levels, equation \eqref{eq:hot} gives about $10^{-6}R$. The coupling between rotation and electron spin matters more, and the second variation treats it.

\section{Variation 1: unequal degeneracies}

\emph{Keep the splitting at $121\ \mathrm{cm^{-1}}$, but let the upper level have $r$ times as many states as the lower. Where is the maximum for $r=2$?}

The upper fraction becomes
\begin{equation}
p=\frac{re^{-x}}{1+re^{-x}}=\frac{1}{e^{z}+1},\qquad z=x-\ln r .
\end{equation}
Since $dz/dx=1$, the relation $dp/dx=-p(1-p)$ still holds, and so does $C=Rx^2p(1-p)$. Equation \eqref{eq:sech} applies with $z$ in place of $x$:
\begin{equation}
\frac CR=\frac{x^2}{4\cosh^2(z/2)},\qquad
\frac{d\ln C}{dx}=\frac2x-\tanh\frac z2 .
\end{equation}
The maximum therefore satisfies
\begin{equation}
x\tanh\frac{x-\ln r}{2}=2,\qquad \frac{C_m}{R}=\frac{x^2-4}{4}.
\label{eq:ratio}
\end{equation}
For $r=2$ a numerical root search gives $x=2.655$. The peak moves down to $174.09/2.655=65.6$ K, and its height grows to $0.762R$.

The direction of both changes follows from \eqref{eq:ratio}. A larger $r$ reduces the hyperbolic tangent at given $x$, so a larger $x$ is needed to reach 2. A larger $x$ means a lower temperature and a greater height. The peak position thus depends on the ratio of the degeneracies as well as on the splitting: doubling the ratio from 1 to 2 lowers it by about 7 K.

\section{Variation 2: a rotating molecule}

\emph{The rotational levels start at $J=\tfrac12$ in the lower component but at $J=\tfrac32$ in the upper, and rotation mixes the two. Does the picture of equal degeneracies survive? Use a rough rotational constant $B=1.7\ \mathrm{cm^{-1}}$ and a spin-orbit constant $A=121\ \mathrm{cm^{-1}}$.}

The spin-orbit energy $A\Lambda\Sigma$ is $\mp A/2$ for the lower and upper components. The rotational energy is $B$ times the square of $\mathbf J-\mathbf L-\mathbf S$ perpendicular to the axis. Drop the terms linear in the perpendicular part of $\mathbf L$, which lead to other electronic states, and the constant from its square. What remains is
\begin{equation}
B\left[\mathbf J^2-J_z^2+\mathbf S^2-S_z^2-2(J_xS_x+J_yS_y)\right].
\end{equation}
The diagonal part is $B[J(J+1)-\Omega^2+\tfrac12]$. The last term changes $\Omega$ and $\Sigma$ together by one, with matrix element $-B\sqrt{J(J+1)-\tfrac12\cdot\tfrac32}$. Writing $n=J+\tfrac12$, so that $J(J+1)=n^2-\tfrac14$, we obtain for $n\ge2$
\begin{equation}
\begin{pmatrix}
-\tfrac A2+Bn^2 & -B\sqrt{n^2-1}\\
-B\sqrt{n^2-1} & \tfrac A2+B(n^2-2)
\end{pmatrix}.
\label{eq:matrix}
\end{equation}
For $n=1$ only the lower component exists, and its energy is the top-left element, $-\tfrac A2+B$. Each level has $2(2J+1)=4n$ states, the first factor 2 coming from the two signs of $\Omega$.

First leave out the mixing. With $b=hcB/(kT)\ll1$, replace the sum over $n$ by an integral in which each term stands for the interval from $n-\tfrac12$ to $n+\tfrac12$. Apart from the factors $e^{\pm hcA/2kT}$,
\begin{align}
q_{\rm low}&\approx\int_{1/2}^\infty4n\,e^{-bn^2}dn=\frac2b\,e^{-b/4},\\
q_{\rm up}&\approx e^{2b}\int_{3/2}^\infty4n\,e^{-bn^2}dn=\frac2b\,e^{2b-9b/4}=\frac2b\,e^{-b/4}.
\end{align}
The upper ladder lacks its first rung, but the shift $-2B$ makes up for it. The integral rule is itself in error at order $b$: the exact sums carry the factor $1-b/6$ in place of $e^{-b/4}$. This error is the same for both ladders and cancels from their ratio. To first order in $b$ the degeneracies therefore remain equal and the effective splitting is $A$; at the peak temperature the exact ratio of the two sums is $0.9996$.

Now include the mixing by second-order perturbation theory. To leading order in $B/A$ it shifts the levels by $\mp B^2(n^2-1)/A$. The part proportional to $n^2$ changes the rotational constants to $B(1-B/A)$ below and $B(1+B/A)$ above; the constant part, about $0.02\ \mathrm{cm^{-1}}$, is negligible. Since each partition function is inversely proportional to its rotational constant for small $b$, the upper component acts as if its relative degeneracy were
\begin{equation}
r\approx\frac{1-B/A}{1+B/A}=0.972 .
\end{equation}
By Variation 1, a ratio below 1 gives a slightly warmer and lower peak. With this $r$ the height is $0.429R$.

The integral and the perturbation theory can be avoided by diagonalizing \eqref{eq:matrix} numerically for $n$ up to 100, differentiating the mean energy with respect to $T$, and subtracting $R$ for rotation. The maximum is then at 72.8 K with height $0.429R$. Relative to the simple model, the coupling raises the peak temperature by about 0.3 K and lowers the height by about 2\%. For $A=121\ \mathrm{cm^{-1}}$ the temperature shift is no larger than the uncertainty from rounding the splitting, and the maximum stays near 73 K. For the real molecule, what is meant by the splitting matters more. At fixed $J$ the diagonal elements of \eqref{eq:matrix} differ by $A-2B$, while the lowest levels of the two components differ by about $A+B$. Reading the given $121\ \mathrm{cm^{-1}}$ as one of these instead of as $A$ changes $A$ by a few $\mathrm{cm^{-1}}$ and moves the peak by up to about 2 K.
